\section*{Why Truncated Bands Make the Velocity and Length Gauges Inequivalent}

\section{A current that should not be there}

A slow, weak electric pulse, whose field does not integrate to zero over time, acts on an insulating crystal. While the field acts, the electrons are displaced and a polarization current flows. When the field has gone, the crystal should be back in its ground state, with no current. Yet a calculation with one filled and one empty band, in which the field enters through its vector potential, can end with a steady current that never decays. Nothing drives it, and no carriers have been excited.

The belief behind such a calculation is reasonable. Let the field $\mathcal E(t)$ be uniform and directed along $x$. In atomic units, with electron charge $-1$ and the factor $1/c$ absorbed in $A$, we have $\mathcal E=-\dot A$, and an electron in a local periodic potential $V$ obeys
\begin{equation}
H_{\rm vel}=\tfrac12(p+A)^2+V=\tfrac12p^2+V+A\,p+\tfrac12A^2 .
\end{equation}
Put $\psi_{\rm len}=e^{iAx}\psi_{\rm vel}$. Since $e^{iAx}(p+A)e^{-iAx}=p$, and since the time derivative of the exponential adds $-\dot A x=\mathcal E x$, the new state obeys
\begin{equation}
H_{\rm len}=\tfrac12p^2+V+\mathcal E x .
\end{equation}
The two forms are unitarily equivalent. The first keeps the crystal momentum $k$ fixed and needs only momentum matrix elements, so it looks the more convenient. It is then tempting to keep the lowest $M$ bands, use $A\,p$ between them, and retain $A^2/2$ as a harmless number. The equivalence, however, was proved in the complete space, and $e^{iAx}$ carries a Bloch state from $k$ to $k+A$ with its periodic part unchanged, and the periodic parts of the bands retained at $k$ do not, in general, span the same space as those retained at $k+A$.

In what follows the electrons are independent, local-field corrections are neglected, the valence bands are completely filled, and bands are nondegenerate at each $k$. The retained bands include all the filled ones and are separated from the bands above.

\section{The cancellation that an insulator needs}

The periodic parts $u_{nk}$ of the Bloch states are eigenstates of $h(k)=\frac12(p+k)^2+V$ with energies $E_n(k)$. Write $p_{mn}=\langle u_{mk}|p+k|u_{nk}\rangle$. For a small shift $q$,
\begin{equation}
h(k+q)=h(k)+q\,(p+k)+\tfrac12q^2 ,
\end{equation}
so second-order perturbation theory gives
\begin{equation}
E_v(k+q)=E_v+q\,p_{vv}+\tfrac12q^2-q^2\sum_{m\ne v}\frac{|p_{mv}|^2}{E_m-E_v}+\dots
\end{equation}
The coefficient of $q^2/2$ is the inverse effective mass,
\begin{equation}
E_v''=1-\sum_{m\neq v}\frac{2|p_{mv}|^2}{E_m-E_v}. \label{mass}
\end{equation}

Let $\langle\cdots\rangle$ be the average over all filled states. Because $E_v'$ is periodic in $k$, its derivative integrates to zero over the Brillouin zone, and $\langle E_v''\rangle=0$. Terms in which $m$ is also a filled band cancel in pairs, since exchanging the two bands reverses the denominator. With $c$ labelling empty bands and $\omega_{cv}=E_c-E_v$, what remains is
\begin{equation}
\Big\langle\sum_c\frac{2|p_{cv}|^2}{\omega_{cv}}\Big\rangle=1 . \label{sum}
\end{equation}
No term is negative. If the sum stops at band $M$, and $p$ couples some omitted band to the filled ones, it falls short by
\begin{equation}
\delta_M=1-\Big\langle\sum_{c\le M}\frac{2|p_{cv}|^2}{\omega_{cv}}\Big\rangle
=\Big\langle\sum_{c>M}\frac{2|p_{cv}|^2}{\omega_{cv}}\Big\rangle>0 .
\end{equation}
The sum rule itself is intact; the truncated sum does not exhaust it.

\section{What the shortfall does to the response}

Take $A(t)=A_0\cos\omega t$ with $\omega$ below the gap. To first order, a state that starts in band $v$ acquires amplitudes $b_c$ in the empty bands. With the phase of the initial state removed,
\begin{equation}
i\dot b_c=\omega_{cv}b_c+p_{cv}A_0\cos\omega t .
\end{equation}
Insert $b_c=B\cos\omega t+C\sin\omega t$. The sine terms give $C=-i\omega B/\omega_{cv}$. The cosine terms give $i\omega C=\omega_{cv}B+p_{cv}A_0$, and hence
\begin{equation}
B=-\frac{\omega_{cv}\,p_{cv}A_0}{\omega_{cv}^2-\omega^2}. \label{amp}
\end{equation}
The velocity operator is $p+A$. Its average in the undisturbed filled bands is $A$, because $\langle p_{vv}\rangle=\langle E_v'\rangle=0$. The first-order change of the momentum is $2\,{\rm Re}\sum_c p_{vc}b_c$. The part with $C$ is imaginary and drops out, and transitions between filled bands cancel in pairs as before. Therefore
\begin{equation}
\langle v\rangle=A(t)\,[1-S_M(\omega)],\qquad
S_M(\omega)=\Big\langle\sum_{c\le M}\frac{2\omega_{cv}|p_{cv}|^2}{\omega_{cv}^2-\omega^2}\Big\rangle . \label{vel}
\end{equation}

Let $\alpha$ be the dipole per cell divided by the field, and $N$ the number of electrons per cell. The dipole changes at the rate $-N\langle v\rangle$. The field is $\mathcal E=\omega A_0\sin\omega t$, so the same rate is $\alpha\dot{\mathcal E}=\alpha\omega^2A$. Equating the two gives $\alpha=-N(1-S_M)/\omega^2$. Now use
\begin{equation}
\frac{2\omega_{cv}}{\omega_{cv}^2-\omega^2}=\frac{2}{\omega_{cv}}+\frac{2\omega^2}{\omega_{cv}(\omega_{cv}^2-\omega^2)} .
\end{equation}
The first term yields $S_M(0)=1-\delta_M$, and the result is
\begin{equation}
\alpha_{\rm vel}(\omega)=\alpha_M(\omega)-\frac{N\delta_M}{\omega^2},\qquad
\alpha_M(\omega)=N\Big\langle\sum_{c\le M}\frac{2|p_{cv}|^2}{\omega_{cv}(\omega_{cv}^2-\omega^2)}\Big\rangle . \label{main}
\end{equation}

The extra term is the response of $N\delta_M$ free electrons per cell. For a chain with lattice constant $a$ it adds $iN\delta_M/(a\omega)$ to the conductivity. With the causal replacement $\omega\to\omega+i0$, this is a $1/\omega$ divergence in the imaginary part and a peak $\pi(N\delta_M/a)\,\delta(\omega)$ in the real part: the Drude form without damping. The extreme case keeps the filled bands alone. Then $\delta_M=1$, $\alpha_M=0$, and the insulator responds as a free electron gas.

\section{A constant vector potential gives the fault away}

A constant $A$ produces no field. In the complete space it shifts $k$ to $k+A$, which leaves the energy of a filled band unchanged. In the truncated scheme, second-order perturbation theory gives the energy change per electron
\begin{equation}
\Delta E=\tfrac12A^2-A^2\Big\langle\sum_{c\le M}\frac{|p_{cv}|^2}{\omega_{cv}}\Big\rangle=\tfrac12\delta_MA^2 .
\end{equation}
The cause is visible in the states. The correct state is $u_{v,k+A}$, whose first-order amplitude in band $c$ is $-Ap_{cv}/\omega_{cv}$. The weight outside the retained bands is thus, to leading order, $A^2\sum_{c>M}|p_{cv}|^2/\omega_{cv}^2$. It is small, but the energy that must cancel is also of order $A^2$.

This explains the current after the pulse. If $A$ rises slowly from zero to $A_0$, the electrons follow the ground state of the truncated Hamiltonian. By equation (\ref{vel}) at $\omega\to0$ their mean velocity is $\delta_MA_0$ to first order in $A_0$, and to this order the chain carries the current $-N\delta_MA_0/a$ for as long as $A_0$ remains. For larger $A_0$ the false current is no longer proportional to $A_0$.

\section{The same bands in the length gauge}

In a crystal the position operator has to be expressed through derivatives in $k$. Expand the periodic part of the state as $\sum_nc_n u_{n,k+A(t)}$, so that the basis moves with the field. Projecting the Schr\"odinger equation on $u_{m,k+A}$ gives
\begin{equation}
i\dot c_m=E_mc_m+\mathcal E\sum_n\xi_{mn}c_n,\qquad \xi_{mn}=i\langle u_m|\partial_ku_n\rangle , \label{len}
\end{equation}
where $-\dot A=\mathcal E$ was used. Truncating the length gauge means restricting this equation to $m,n\le M$. Differentiating $h u_n=E_nu_n$ and projecting on $u_m$ gives, for $m\ne n$,
\begin{equation}
p_{mn}=(E_n-E_m)\langle u_m|\partial_ku_n\rangle=i(E_m-E_n)\,\xi_{mn}. \label{px}
\end{equation}

For $\mathcal E=\mathcal E_0\cos\omega t$ the amplitudes follow from equation (\ref{amp}) with $p_{cv}A_0$ replaced by $\xi_{cv}\mathcal E_0$. The velocity operator is now the matrix $p_{mn}(k+A)$. Its diagonal part still averages to zero over a filled band, so no free-standing term proportional to $A$ appears. With $p_{vc}=-i\omega_{cv}\xi_{vc}$, the cosine part of $b_c$ contributes nothing real, and the sine part gives
\begin{equation}
\langle v\rangle=-2\omega\Big\langle\sum_{c\le M}\xi_{vc}B\Big\rangle\sin\omega t
=\omega\,\mathcal E_0\sin\omega t\,\Big\langle\sum_{c\le M}\frac{2\omega_{cv}|\xi_{cv}|^2}{\omega_{cv}^2-\omega^2}\Big\rangle .
\end{equation}
Since $\dot{\mathcal E}=-\omega\mathcal E_0\sin\omega t$ and $|\xi_{cv}|^2=|p_{cv}|^2/\omega_{cv}^2$, the rate $-N\langle v\rangle$ equals $\alpha_M(\omega)\dot{\mathcal E}$. The response is the finite part of equation (\ref{main}). It is still approximate, because transitions to the omitted bands are missing, but it does not diverge as $\omega\to0$.

\section{A number}

Take a model chain with $V(x)=V_0\cos(2\pi x/a)$, $a=6$ bohr, $V_0=0.4$ hartree and $N=2$, so that the lowest band is full. The gap at the zone edge is $0.387$ hartree ($10.5$ eV). With two bands, $\delta_2=0.03845$: the retained transition carries about 96\% of the sum rule. The static polarizability in the length gauge is $9.65$ bohr$^3$, against $9.73$ bohr$^3$ with all bands of the plane-wave basis, an error below 1\%.

At $\omega=0.05$ hartree, well below the gap, the two-band length gauge gives $9.78$ bohr$^3$. The velocity gauge with bare $A^2$ gives
\begin{equation}
\alpha_{\rm vel}=9.78-\frac{2\times0.03845}{(0.05)^2}=9.78-30.76=-20.98\ \text{bohr}^3 .
\end{equation}
The missing 4\% of the sum rule has reversed the sign. Propagating the electrons in time, without using these response formulas, gives $9.77$ and $-20.99$ bohr$^3$ in the two truncated gauges; the numerical check tests this agreement to 1\%.

For a slow pulse that leaves $A_0=0.002$ atomic units, the propagated mean velocity afterwards is $0.03845\,A_0$ in the truncated velocity gauge. It vanishes to the printed five decimals in the length gauge and in the complete basis. The false current is
\begin{equation}
-\frac{2\times0.03845\times0.002}{6}=-2.56\times10^{-5}\ \text{a.u.}=-170\ \text{nA}.
\end{equation}

More bands help at a given frequency, but they do not remove the divergence. Neglecting the frequency dependence of $\alpha_M$, equation (\ref{main}) changes sign near $\sqrt{N\delta_M/\alpha_M(0)}$. The computed sign changes lie at $0.087$, $0.026$ and $0.0034$ hartree for $M=2$, $3$ and $4$. Below each of them the insulator still has a metallic sign. This rate of decrease was computed for this potential only and should not be assumed for others.

\section{Repairing the velocity gauge}

The fault lies in pairing a truncated $p$ with an untruncated $A^2$. To find the matching term, choose basis states $f_m(A)$ that span the retained bands at $k+A$, start as $u_{mk}$, and change only by components outside the retained space. This is parallel transport. No extra term then appears in the equation of motion, and the Hamiltonian is the matrix
\begin{equation}
\tilde H_{mn}(A)=\langle f_m|h(k+A)|f_n\rangle=E_m\delta_{mn}+A\,p_{mn}+\tfrac12A^2T_{mn}+\dots
\end{equation}
The linear term contains $p_{mn}$ alone, because $h f_n$ stays in the retained space while $\partial_Af_m$ lies outside it. The eigenvalues of $\tilde H(A)$ are the band energies $E_m(k+A)$. Comparing the terms of order $A^2$ for band $v$,
\begin{equation}
\tfrac12E_v''=\tfrac12T_{vv}-\sum_{\substack{m\le M\\ m\ne v}}\frac{|p_{mv}|^2}{E_m-E_v}
\;\Rightarrow\;
T_{vv}=E_v''+\sum_{\substack{m\le M\\ m\neq v}}\frac{2|p_{mv}|^2}{E_m-E_v}.
\end{equation}
Averaging over filled states removes $E_v''$ and the valence pairs, so $\langle T_{vv}\rangle=1-\delta_M=S_M(0)$. In the example it is $0.96155$, whereas the bare term uses $1$.

The velocity operator $\partial\tilde H/\partial A=p+AT$ now gives $\langle v\rangle=A[S_M(0)-S_M(\omega)]$ in linear response, which is the length-gauge result $\alpha_M$. To this order the dynamics was never at fault: a scalar $A^2/2$ changes only a phase, and $T$ affects the amplitudes at second order. The error entered through the current operator, which counted a full free-electron term against an incomplete sum.

The two gauges may therefore be exchanged when the basis is complete, or when the truncated operators are transformed together. In a partly filled band the argument changes in one respect: $\langle E_v''\rangle$ need not vanish, and a genuine Drude term can exist. In an insulator with a local potential and a converged zone average, and when the retained states are accurate bands, a $1/\omega^2$ term in the computed polarizability measures the part of the sum rule that the omitted bands carry. If the basis describes the bands themselves poorly, as a small set of atom-centred functions can, the sum may exceed $1$ and the term then has the opposite sign: for a harmonic well of frequency $\Omega$ described by the two lowest states of an oscillator of frequency $\beta$, $|p_{10}|^2=\beta/2$ and the excitation energy is $\beta/2+\Omega^2/2\beta$, so the sum is $2\beta^2/(\beta^2+\Omega^2)$. On a coarse mesh of $k$ points the average of $E_v''$ need not vanish, and by equation (\ref{mass}) it then adds a term of the same form even in a complete basis.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant a = 6.0 bohr, V0 = 0.4 hartree, N = 2
gap band 1-2 at zone edge = 0.3873 hartree = 10.54 eV
gap band 2-3 at zone centre = 0.1219 hartree
sum rule, all 11 bands: 1 - sum = 4.1e-13
M, delta_M, static alpha_M in length gauge (bohr^3):
  1  1.000e+00  0.0000
  2  3.845e-02  9.6460
  3  3.195e-03  9.7261
  4  5.516e-05  9.7289
  5  8.711e-07  9.7289
static alpha, all bands = 9.7289 bohr^3
frequency where alpha_vel changes sign (hartree), and estimate
sqrt(N delta_M / alpha_M(0)):
  M=2: 0.08741  0.08928
  M=3: 0.02559  0.02563
  M=4: 0.00337  0.00337
alpha(w) in bohr^3: w (hartree), all bands, length M=2, velocity M=2
  0.01  9.7341  9.6513  -759.306
  0.02  9.7499  9.6670  -182.572
  0.05  9.8616  9.7785  -20.980
  0.10  10.2838  10.1999  2.510
  0.20  12.4470  12.3600  10.438
real time, w = 0.05 hartree, alpha (bohr^3):
  all bands: 9.856
  length M=2: 9.773
  velocity M=2: -20.986
pulse of 200 a.u. leaving A0 = 0.002 a.u.; mean velocity / A0 after it:
  all bands: 0.00000
  length M=2: 0.00000
  velocity M=2: 0.03845
spurious current = -2.564e-05 a.u. = -169.8 nA
static energy curvature in A, M=2: 0.03845
consistent diamagnetic weight, M=2: 0.96155
lost weight / A^2, M=2: 0.0197 (formula 0.0197) bohr^2
\end{verbatim}
